# Orbital, dipolar and contact hyperfine operators from a point nuclear moment

**Q.** You want to put a magnetic nucleus into the Pauli Hamiltonian. What are the ingredients, and in which units?

**A.** One electron moves in a potential $V$, and a nucleus with magnetic moment $\boldsymbol\mu$ is fixed at the origin. I use atomic units: $\hbar=m=e=1$ and $4\pi\varepsilon_0=1$. The speed of light is then $c=1/\alpha$, and $\mu_0\varepsilon_0c^2=1$ gives $\mu_0/4\pi=\alpha^2$. The vector potential of a point dipole is

$$\mathbf A=\alpha^2\,\frac{\boldsymbol\mu\times\mathbf r}{r^3}.$$

The electron has charge $-1$, so the momentum $\mathbf p=-i\nabla$ is replaced by $\mathbf p+\mathbf A$. The Pauli Hamiltonian is

$$H=\tfrac12\left[\boldsymbol\sigma\cdot(\mathbf p+\mathbf A)\right]^2+V,\qquad \mathbf S=\tfrac12\boldsymbol\sigma .$$

This form contains the electron $g$ factor 2.

**Q.** $\mathbf A$ grows as $1/r^2$ at the nucleus and its curl as $1/r^3$. An electron with $\psi(0)\neq0$ sits on top of that singularity. Why should the square of such an operator mean anything?

**A.** I avoid squaring it. Since $\boldsymbol\sigma\cdot(\mathbf p+\mathbf A)$ is Hermitian, one factor can act to the left, and the energy of a normalized two-component $\psi$ is

$$E=\tfrac12\left\|\boldsymbol\sigma\cdot(\mathbf p+\mathbf A)\psi\right\|^2+\langle V\rangle .$$

Expanding the norm gives two cross terms that are complex conjugates of each other. The part linear in $\boldsymbol\mu$ is therefore

$$E_1=\mathrm{Re}\,\langle\boldsymbol\sigma\cdot\mathbf p\,\psi\,|\,\boldsymbol\sigma\cdot\mathbf A\,\psi\rangle .$$

I assume that $\psi$ is bounded with bounded gradient near the nucleus, and that it decays at large distance. A cusp such as that of $e^{-r/a}$ is allowed. The integrand then grows no faster than $1/r^2$, which the volume element $r^2dr$ cancels. The integral converges absolutely, and no delta function has appeared.

**Q.** You kept the linear part and passed over the quadratic one. Is it finite?

**A.** Not for a point dipole when $\psi(0)\ne0$. Since $(\boldsymbol\sigma\cdot\mathbf A)^2=A^2=\alpha^4\mu^2\sin^2\theta/r^4$, with $\theta$ measured from $\boldsymbol\mu$, and $\int\sin^2\theta\,d\Omega=8\pi/3$, an s density $\rho(r)$ cut off at radius $\varepsilon$ gives

$$\tfrac12\int_{r>\varepsilon}A^2\rho\,d^3r=\tfrac12\alpha^4\mu^2\,\frac{8\pi}{3}\int_\varepsilon^\infty\frac{\rho(r)}{r^2}\,dr\simeq\tfrac12\alpha^4\mu^2\,\frac{8\pi}{3}\,\frac{\rho(0)}{\varepsilon}.$$

This diverges as $\varepsilon\to0$.

**Q.** Then the total energy is infinite, and its "linear part" is the linear part of nothing.

**A.** The order of limits settles that. Replace the point dipole by an electric current on a spherical shell of radius $R$, with surface density proportional to $\boldsymbol\mu\times\mathbf r$ and total moment $\boldsymbol\mu$. Its vector potential is

$$\mathbf A_R=\alpha^2\,\frac{\boldsymbol\mu\times\mathbf r}{\max(r,R)^3}.$$

For $R>0$ this is bounded, and the energy is a finite quadratic polynomial in $\boldsymbol\mu$. Its linear coefficient differs from $E_1$ only through the region $r<R$. There both potentials are at most $\alpha^2\mu/r^2$ in size, so the difference is bounded by a constant times $R$ and vanishes as $R\to0$. Hence $E_1$ is the linear coefficient, taken first, followed by $R\to0$. The operators I extract from it are for use at first order in $\boldsymbol\mu$. At that order each component of $\boldsymbol\mu$ appears once, so it may be replaced by an operator proportional to the nuclear spin without any ordering question.

**Q.** Very well. Separate the orbital and spin parts of $E_1$, and keep track of the factors of $i$.

**A.** With $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ and summation over repeated indices,

$$E_1=\mathrm{Re}\int(p_i\psi)^\dagger A_i\psi\,d^3r+\mathrm{Re}\int i\epsilon_{ijk}(p_i\psi)^\dagger\sigma_kA_j\psi\,d^3r .$$

$\mathbf A$ is real, so complex conjugation turns the first term into $\mathrm{Re}\langle\mathbf A\cdot\mathbf p\rangle$. In the second term $(p_i\psi)^\dagger=+i\,\partial_i\psi^\dagger$, and $i\cdot i=-1$:

$$-\epsilon_{ijk}\int A_j\,\mathrm{Re}\left[(\partial_i\psi^\dagger)\sigma_k\psi\right]d^3r .$$

Because $\sigma_k$ is Hermitian, the real part is $\tfrac12\partial_i(\psi^\dagger\sigma_k\psi)=\partial_is_k$, where $s_k=\tfrac12\psi^\dagger\sigma_k\psi$ is the spin density. Thus

$$E_1=\mathrm{Re}\,\langle\mathbf A\cdot\mathbf p\rangle-\epsilon_{ijk}\int A_j\,\partial_is_k\,d^3r .$$

If $\mathbf A$ were smooth, integration by parts would turn the last term into $+\int s_k\epsilon_{kij}\partial_iA_j\,d^3r=\int\mathbf s\cdot\mathbf B\,d^3r$ with $\mathbf B=\nabla\times\mathbf A$. For the singular $\mathbf A$, the expression with the derivative on $s_k$ defines what $\int\mathbf s\cdot\mathbf B\,d^3r$ means.

**Q.** First the orbital part. May you drop the "Re"?

**A.** Yes. The imaginary part of $\langle\mathbf A\cdot\mathbf p\rangle$ is $-\tfrac12\int\mathbf A\cdot\nabla(\psi^\dagger\psi)\,d^3r$. Away from the origin $\nabla\cdot\mathbf A=0$, because $\mathbf A=\alpha^2\nabla\times(\boldsymbol\mu/r)$. Integrating by parts outside a small sphere leaves a surface term containing $\mathbf A\cdot\hat{\mathbf r}$, which is zero because $\boldsymbol\mu\times\mathbf r$ is perpendicular to $\mathbf r$. The imaginary part vanishes.

The cyclic property of the triple product, with $\mathbf p$ kept on the right throughout, gives

$$\mathbf A\cdot\mathbf p=\frac{\alpha^2}{r^3}(\boldsymbol\mu\times\mathbf r)\cdot\mathbf p=\frac{\alpha^2}{r^3}\,\boldsymbol\mu\cdot(\mathbf r\times\mathbf p)=\alpha^2\,\frac{\boldsymbol\mu\cdot\mathbf L}{r^3}.$$

This is the coupling of the nuclear moment to the magnetic field of the electron's orbital current. The $1/r^3$ does no harm, since $\mathbf L\psi$ is at most of order $r$ near the origin.

**Q.** Now the spin part. Away from the origin I can differentiate $\mathbf A$ and get the ordinary dipole field. Why not stop there?

**A.** Test that proposal on an s state, $\psi=f(r)\chi$ with $f$ real and $\chi$ a constant normalized spinor. The dipole field averages to zero over angles, so you would predict no coupling. The convergent integral says otherwise. With $\hat{\mathbf r}=\mathbf r/r$,

$$\boldsymbol\sigma\cdot\mathbf p\,\psi=-if'\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi,\qquad
\boldsymbol\sigma\cdot\mathbf A\,\psi=\frac{\alpha^2f}{r^2}\,\boldsymbol\sigma\cdot(\boldsymbol\mu\times\hat{\mathbf r})\,\chi .$$

In the product of the two Pauli factors the scalar part $\hat{\mathbf r}\cdot(\boldsymbol\mu\times\hat{\mathbf r})$ is zero, which leaves $i\boldsymbol\sigma\cdot[\hat{\mathbf r}\times(\boldsymbol\mu\times\hat{\mathbf r})]=i\boldsymbol\sigma\cdot[\boldsymbol\mu-\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu)]$. The prefactor conjugates to $+if'$, so the integrand is

$$-\alpha^2\frac{ff'}{r^2}\,\chi^\dagger\boldsymbol\sigma\chi\cdot\left[\boldsymbol\mu-\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu)\right].$$

The angular integral of the bracket is $4\pi(1-\tfrac13)\boldsymbol\mu=\tfrac{8\pi}{3}\boldsymbol\mu$. With $\int_0^\infty ff'\,dr=-\tfrac12f(0)^2$ and $\chi^\dagger\boldsymbol\sigma\chi=2\langle\mathbf S\rangle$,

$$E_1=\alpha^2\,\frac{8\pi}{3}\,\boldsymbol\mu\cdot\langle\mathbf S\rangle\,f(0)^2 .$$

A finite coupling to the density at the nucleus has come out of an ordinary integral. Differentiating $\mathbf A$ only away from the origin loses it.

**Q.** That is one special state. I want the operator.

**A.** Then we need the second derivatives of $1/r$ as they act on a density $\rho$, which will later be a component of $\mathbf s$. The definition again leaves one derivative on the density:

$$\int\rho\,\partial_i\partial_j\frac1r\,d^3r\equiv-\int(\partial_i\rho)\,\partial_j\frac1r\,d^3r .$$

The right side converges absolutely. Remove a ball of radius $\varepsilon$, whose contribution is bounded by a constant times $\varepsilon$ because $\nabla\rho$ is bounded. Outside it, the product rule gives

$$-(\partial_i\rho)\,\partial_j\frac1r=\rho\,\partial_i\partial_j\frac1r-\partial_i\!\left(\rho\,\partial_j\frac1r\right).$$

The last term becomes a surface integral. The normal pointing out of the integration region is $-\hat{\mathbf r}$, and $\partial_j(1/r)=-\hat r_j/\varepsilon^2$ on the sphere, so

$$-\oint\rho\,(-\hat r_i)\left(-\frac{\hat r_j}{\varepsilon^2}\right)\varepsilon^2d\Omega=-\oint\rho\,\hat r_i\hat r_j\,d\Omega\;\longrightarrow\;-\frac{4\pi}{3}\delta_{ij}\,\rho(0).$$

Here the off-diagonal angular integrals vanish by reflection, and the three diagonal ones are equal and add up to $4\pi$. Therefore

$$\partial_i\partial_j\frac1r=\mathrm{PV}\,\frac{3x_ix_j-r^2\delta_{ij}}{r^5}-\frac{4\pi}{3}\delta_{ij}\,\delta(\mathbf r).$$

PV means that a sphere around the origin is excluded and then shrunk. This limit exists: the angular average of the kernel is zero, so $\rho(0)$ drops out, and the remainder $\rho-\rho(0)$ is of order $r$.

**Q.** Can I check the coefficient?

**A.** Take the trace. The PV kernel is traceless and $\delta_{ii}=3$, which gives $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the Poisson equation of a unit point charge.

A density with a cusp and no spherical symmetry tests the separate components:

$$\rho=\left(1+0.3\frac xa+0.5\frac{z^2}{a^2}+0.4\frac{xz}{a^2}\right)e^{-2r/a}.$$

For the $zz$ component only the $z^2$ term survives the angular integral in the PV part:

$$\frac{0.5}{a^2}\int_0^\infty re^{-2r/a}dr\int\cos^2\theta\,(3\cos^2\theta-1)\,d\Omega=\frac{0.5}{4}\cdot4\pi\left(\frac35-\frac13\right)=0.4189 .$$

The delta part is $-4\pi/3=-4.1888$, and the sum is $-3.7699$. Direct quadrature of the defining integral gives the same value.

**Q.** You excluded a sphere. Suppose I exclude a small cigar instead. Does the physics change?

**A.** The total does not, but the division into two parts does. Let the excluded region be a spheroid with its axis along $z$ and outward normal $\mathbf n$. The same integration by parts gives the $zz$ surface term

$$-\rho(0)\oint\frac{n_z\,z}{r^3}\,dS\equiv-4\pi N_z\,\rho(0),$$

where $N_z=\tfrac13$ for a sphere. The defining integral knows nothing of the excluded shape, so the volume integral must change by $+4\pi(N_z-\tfrac13)\rho(0)$ to compensate. For a spheroid twice as long as it is wide, $N_z=0.17356$, and the change is $4\pi(0.17356-\tfrac13)=-2.008$ for $\rho(0)=1$. A separate quadrature of the volume integral confirms it.

The coefficient of the delta function thus belongs to the spherical convention. In practice this means doing the angular integration before the radial one in the dipolar term.

**Q.** So the contact term carries $-4\pi/3$? Your s state gave $+8\pi/3$.

**A.** The magnetic field contains a second piece. Using $\nabla\times(\nabla\times\mathbf v)=\nabla(\nabla\cdot\mathbf v)-\nabla^2\mathbf v$ with $\mathbf v=\boldsymbol\mu/r$,

$$B_i=\alpha^2\left[\mu_j\,\partial_i\partial_j\frac1r-\mu_i\nabla^2\frac1r\right].$$

The first term contributes $-\tfrac{4\pi}{3}\mu_i\delta(\mathbf r)$ and the second $+4\pi\mu_i\delta(\mathbf r)$. Their sum is $+\tfrac{8\pi}{3}\mu_i\delta(\mathbf r)$:

$$\mathbf B=\alpha^2\left[\frac{3\mathbf r(\boldsymbol\mu\cdot\mathbf r)-r^2\boldsymbol\mu}{r^5}+\frac{8\pi}{3}\boldsymbol\mu\,\delta(\mathbf r)\right].$$

The first term is understood with a small sphere excluded, as before. A dipole made of two opposite charges has a field of the same form away from the origin, but its delta function carries $-\tfrac{4\pi}{3}$ instead of $+\tfrac{8\pi}{3}$. The difference, $4\pi\boldsymbol\mu\,\delta(\mathbf r)$, is there because the magnetic field is the curl of a vector potential.

Inserting $\mathbf B$ into $\mathbf S\cdot\mathbf B$ and adding the orbital part gives the hyperfine operator

$$H_{\rm hf}=\alpha^2\boldsymbol\mu\cdot\left[\frac{\mathbf L}{r^3}+\frac{3\mathbf r(\mathbf S\cdot\mathbf r)-r^2\mathbf S}{r^5}+\frac{8\pi}{3}\,\mathbf S\,\delta(\mathbf r)\right].$$

It was derived for expectation values. Those of a Hermitian form in all superpositions of two states also fix the matrix elements between them, so the same expression serves there.

**Q.** A delta function in a magnetic field still looks like bookkeeping. What is physically at the origin?

**A.** Return to the shell of radius $R$. Inside it $\mathbf A_R=\alpha^2\boldsymbol\mu\times\mathbf r/R^3$, and

$$\nabla\times(\boldsymbol\mu\times\mathbf r)=\boldsymbol\mu(\nabla\cdot\mathbf r)-(\boldsymbol\mu\cdot\nabla)\mathbf r=3\boldsymbol\mu-\boldsymbol\mu=2\boldsymbol\mu .$$

The inner field is uniform, $2\alpha^2\boldsymbol\mu/R^3$. Multiplied by the volume $4\pi R^3/3$ it gives $\tfrac{8\pi}{3}\alpha^2\boldsymbol\mu$ for every $R$. Since $\mathbf A_R$ is continuous at $r=R$, no extra field sits on the surface itself. The contact term is the electron spin's energy in the strong field inside the nucleus, in the limit of a small nucleus.

The sign follows too. The electron's spin moment is $-\mathbf S$ in these units, so its energy in the field is $+\mathbf S\cdot\mathbf B$. The inner field is parallel to $\boldsymbol\mu$, and spin parallel to $\boldsymbol\mu$ therefore costs energy.

**Q.** Real nuclei have a radius. How much does the limit cost?

**A.** For a fixed s density proportional to $e^{-2r/a}$, the ratio of the inner spin energy to the contact energy is, with $u=r/R$,

$$3\int_0^1u^2e^{-2Ru/a}\,du\simeq3\left(\frac13-\frac{2R}{a}\cdot\frac14\right)=1-\frac{3R}{2a}.$$

For $a=0.5$ Å and $R=10^{-5}$ Å, which are hydrogen-like values, the computed ratio is 0.99997. Near a nucleus of charge $Z$ the decay length is $a_0/Z$, with $a_0$ the Bohr radius, and $R$ is larger, so $3R/2a$ grows to about $5\times10^{-4}$ for $Z=6$ and $10^{-2}$ for $Z=55$. The density was also held fixed. Spreading the nuclear charge over the same radius changes it at the same order: for hydrogen with a uniformly charged ball the coefficient $\tfrac32$ becomes about 2.06.

The expectation value of the $A^2$ term in a fixed state can be judged at the same scale. For spin parallel to $\boldsymbol\mu$ the contact energy is $\tfrac12\alpha^2\mu\,\tfrac{8\pi}{3}\rho(0)$, so the $A^2$ term with cutoff $\varepsilon$ is larger or smaller by the factor $\alpha^2\mu/\varepsilon$. For one nuclear magneton, $\mu_N=m_e/(2m_p)=2.723\times10^{-4}$ atomic units, the length $\alpha^2\mu$ is $7.67\times10^{-9}$ Å. At $\varepsilon=10^{-5}$ Å the ratio is $7.7\times10^{-4}$: small, although it has no point limit. This is not the whole energy of order $\mu^2$, because $H_{\rm hf}$ also acts in second order. For the shell model with a fixed classical $\boldsymbol\mu$, the $A^2$ term behaves as $+\tfrac{8\pi}{5}\alpha^4\mu^2\rho(0)/R$, and the second-order couplings to s and d states give $-\tfrac{16\pi}{15}$ and $-\tfrac{8\pi}{15}$ in the same units. The $1/R$ parts cancel and a logarithm of $R$ remains. For hydrogen 1s with one nuclear magneton and $R=10^{-5}$ Å, the sum is about $-4\times10^{-7}$ of the contact energy.

**Q.** Is the Pauli Hamiltonian itself trustworthy that close to a nucleus?

**A.** Not down to arbitrary distance. It is nonrelativistic, and the Coulomb energy $Z/r$ of a point charge $Z$ reaches the electron rest energy $c^2=1/\alpha^2$ at $r=Z\alpha^2$. Even for $Z=1$ that is about $3\times10^{-5}$ Å, outside the radius just used. The two ratios above therefore describe the Pauli model with a prescribed density. Where the region $r\lesssim Z\alpha^2$ matters for the accuracy wanted, as it increasingly does for heavy nuclei, the Dirac equation has to replace this treatment. For a hydrogen-like 1s state and a point nucleus, the Dirac coupling exceeds the Pauli one by $8\times10^{-5}$ for $Z=1$, by 6% for $Z=26$ and by 31% for $Z=55$. Taking $g=2$ also omits a relative correction of $1.2\times10^{-3}$ to the spin terms.

**Q.** Show me a state in which all three operators act, with numbers.

**A.** Take a one-electron model with round parameters, spin up along $z$, and a moment of one nuclear magneton along $z$:

$$\phi=\sqrt w\,s+\sqrt{1-w}\,p_{+1},\qquad s=\frac{e^{-r/a}}{\sqrt{\pi a^3}},\qquad p_{+1}=\frac{(x+iy)\,e^{-r/a}}{\sqrt{2\pi a^5}},$$

with $a=0.5$ Å and $w=0.25$. This is a prescribed state, so the result is an expectation value and not a spectral level. Two quantities are needed:

$$|s(0)|^2=\frac1{\pi a^3}=2.546\ \text{Å}^{-3},$$

$$\langle r^{-3}\rangle_p=\frac1{2\pi a^5}\cdot\frac{8\pi}{3}\int_0^\infty re^{-2r/a}dr=\frac{1}{2\pi a^5}\cdot\frac{8\pi}{3}\cdot\frac{a^2}{4}=\frac1{3a^3}=2.667\ \text{Å}^{-3}.$$

Cross terms between $s$ and $p_{+1}$ carry a factor $e^{\pm i\phi_{\rm az}}$ in the azimuth $\phi_{\rm az}$ and integrate to zero in the orbital and dipolar terms. In the contact term they vanish because $p_{+1}(0)=0$.

- Orbital: $L_zs=0$ and $L_zp_{+1}=p_{+1}$, so the value is $0.75\times2.667=2.000$ Å$^{-3}$.
- Dipolar: the s part averages to zero. In $p_{+1}$ the angular weight $\sin^2\theta$ gives $\langle\cos^2\theta\rangle=\tfrac15$, hence $\tfrac12\langle3\cos^2\theta-1\rangle=-\tfrac15$. The value is $-0.2\times0.75\times2.667=-0.400$ Å$^{-3}$.
- Contact: $\tfrac{8\pi}{3}\cdot\tfrac12\cdot0.25\times2.546=2.667$ Å$^{-3}$.

The sum is $4.267$ Å$^{-3}$. The common factor $\alpha^2\mu_N$, converted from atomic units, is $5.847\times10^{-8}$ eV Å$^3$. The three energies are $1.169\times10^{-7}$, $-2.34\times10^{-8}$ and $1.559\times10^{-7}$ eV, and

$$E_1=5.847\times10^{-8}\times4.267\ \text{eV}=2.495\times10^{-7}\ \text{eV},$$

which corresponds to a frequency $E_1/h=60.32$ MHz.

**Q.** Those numbers use the operators I was doubting. Does the original integral agree?

**A.** It does. Quadrature of $\mathrm{Re}\langle\boldsymbol\sigma\cdot\mathbf p\,\phi|\boldsymbol\sigma\cdot\mathbf A\,\phi\rangle$, without any delta function, also gives $4.267$ Å$^{-3}$ after division by $\alpha^2\mu$.

This state is rather symmetric, so the numerical check repeats the comparison for a two-component spinor with s, p and d parts and a tilted moment. There the orbital, dipolar and contact values are 0.2336, 0.2105 and 2.1539 Å$^{-3}$. They add up to 2.5980 Å$^{-3}$, and the delta-free integral gives 2.5980 Å$^{-3}$. A wrong delta coefficient would spoil the agreement in both states, because the contact part is nonzero in each.

## Computed values

```
INPUTS
decay length a = 0.50 angstrom
s weight w = 0.25
fine-structure constant alpha = 0.00729735
nuclear magneton = 2.723085e-04 atomic units
coupling K = 5.847173e-08 eV angstrom^3
K from SI constants = 5.847173e-08 eV angstrom^3
SECOND DERIVATIVES OF 1/r ON A CUSPED DENSITY (dimensionless)
xx: direct -4.398230, PV -0.209440, delta -4.188790
zz: direct -3.769911, PV 0.418879, delta -4.188790
xz: direct 0.251327, PV 0.251327, delta -0.000000
trace: direct -12.566371, -4 pi = -12.566371
EXCLUDED SPHEROID (dimensionless)
axis ratio = 2.0, N_z = 0.173564
change of volume integral = -2.007721
GENERAL SPINOR, TILTED UNIT MOMENT (angstrom^-3)
orbital = 0.233606
dipolar = 0.210471
contact = 2.153922
sum of three = 2.597999
delta-free integral = 2.597999
WORKED EXAMPLE
|s(0)|^2 = 2.546479 angstrom^-3
<r^-3> of p = 2.666667 angstrom^-3
orbital: 2.000000 angstrom^-3, energy 1.1694e-07 eV
dipolar: -0.400000 angstrom^-3, energy -2.3389e-08 eV
contact: 2.666667 angstrom^-3, energy 1.5592e-07 eV
sum of three = 4.266667 angstrom^-3
delta-free integral = 4.266667 angstrom^-3
total energy = 2.4948e-07 eV
total energy / h = 60.324 MHz
SHELL OF RADIUS R: INNER SPIN ENERGY / CONTACT ENERGY
R = 1e-02 angstrom: ratio 0.970475
R = 1e-03 angstrom: ratio 0.997005
R = 1e-05 angstrom: ratio 0.999970
A^2 TERM WITH CUTOFF / CONTACT ENERGY, s ORBITAL
length alpha^2 mu = 7.6735e-09 angstrom
cutoff 1e-03 angstrom: ratio 7.4910e-06
cutoff 1e-04 angstrom: ratio 7.6482e-05
cutoff 1e-05 angstrom: ratio 7.6703e-04
```
